# Path-dependent barriers in a double well with a rotational force: test program

```python
"""
Result under test: for a force field F = -grad V + R in the plane, the work
against F from a well A to a saddle S differs between two paths by the flux
of curl F through the area between them:
    W_upper - W_lower = integral of (dFy/dx - dFx/dy) over the enclosed area.
V = V0*(x^2/a^2 - 1)^2 + k*y^2/2   double well, minima of V at x = +a, -a
R = (c/2)*(-y, x)                  rotational field with constant curl c
A, S = zeros of the TOTAL force; h = sideways bow of the paths.
Units: eV, nm, K. Parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import fsolve

V0, a, k = 1.0, 0.2, 100.0
c, h, T = 5.0, 0.05, 1200.0
mass_u = 32.0            # oxygen molecule, rounded, atomic mass units
spread = 0.1             # assumed spread of barriers in a glass, eV

nodes, weights = np.polynomial.legendre.leggauss(80)


def potential(x, y):
    return V0 * (x**2 / a**2 - 1)**2 + 0.5 * k * y**2


def gradient_force(x, y):
    return np.array([-4 * V0 * x / a**2 * (x**2 / a**2 - 1), -k * y])


def swirl_force(curl):
    def force(x, y):
        return gradient_force(x, y) + 0.5 * curl * np.array([-y, x])
    return force


def find_well(force):
    return fsolve(lambda r: force(r[0], r[1]), [-a, 0.0], xtol=1e-13)


def work(force, start, bow, s0=0.0, s1=1.0):
    """Work against the force on r(s) = (1-s)*start + bow*sin(pi s)*y_hat."""
    s = s0 + 0.5 * (s1 - s0) * (nodes + 1)
    x = (1 - s) * start[0]
    y = (1 - s) * start[1] + bow * np.sin(np.pi * s)
    dx = -start[0]
    dy = -start[1] + bow * np.pi * np.cos(np.pi * s)
    fx, fy = force(x, y)
    return -0.5 * (s1 - s0) * np.sum(weights * (fx * dx + fy * dy))


def jacobian(force, x, y, d=1e-5):
    """Columns are derivatives of the force along x and y."""
    col_x = (force(x + d, y) - force(x - d, y)) / (2 * d)
    col_y = (force(x, y + d) - force(x, y - d)) / (2 * d)
    return np.array([col_x, col_y]).T


def curl_flux(force, start, bow, d=1e-5):
    """Area integral of the finite-difference curl between the two paths."""
    s, q = np.meshgrid(0.5 * (nodes + 1), nodes, indexing="ij")
    w = 0.5 * np.outer(weights, weights)
    x = (1 - s) * start[0]
    half_height = bow * np.sin(np.pi * s)
    y = (1 - s) * start[1] + q * half_height
    dfy_dx = (force(x + d, y)[1] - force(x - d, y)[1]) / (2 * d)
    dfx_dy = (force(x, y + d)[0] - force(x, y - d)[0]) / (2 * d)
    return np.sum(w * abs(start[0]) * half_height * (dfy_dx - dfx_dy))


def split(force, start, bow):
    return work(force, start, bow) - work(force, start, -bow)


# The coded force is minus the gradient of the coded potential.
d = 1e-5
for px, py in [(-0.13, 0.04), (0.07, -0.02)]:
    slope = np.array([potential(px + d, py) - potential(px - d, py),
                      potential(px, py + d) - potential(px, py - d)]) / (2*d)
    assert np.allclose(gradient_force(px, py), -slope, atol=1e-6)

# Work difference, flux and closed forms, for weak and stronger curl.
for curl in (1.0, 5.0, 20.0):
    field = swirl_force(curl)
    well = find_well(field)
    x_formula = -a * np.sqrt(1 - curl**2 * a**2 / (16 * k * V0))
    y_formula = curl * x_formula / (2 * k)
    assert np.allclose(well, [x_formula, y_formula], atol=1e-9)
    for bow in (0.02, 0.05):
        gap = split(field, well, bow)
        assert abs(gap - curl_flux(field, well, bow)) < 1e-8
        assert abs(gap - curl * 4 * bow * abs(x_formula) / np.pi) < 1e-9
        chord = V0 - potential(x_formula, y_formula)
        half = 2 * curl * bow * abs(x_formula) / np.pi
        assert abs(work(field, well, bow) - chord - half) < 1e-9
        assert abs(work(field, well, -bow) - chord + half) < 1e-9

# The worked example.
total = swirl_force(c)
A = find_well(total)
W_up, W_low = work(total, A, h), work(total, A, -h)
W_chord = work(total, A, 0.0)
gap = W_up - W_low
flux = curl_flux(total, A, h)

# Enclosed area from the polygon (shoelace) rule.
s = np.linspace(0, 1, 4001)
x_line, y_line = (1 - s) * A[0], (1 - s) * A[1]
bulge = h * np.sin(np.pi * s)
px = np.concatenate([x_line, x_line[::-1]])
py = np.concatenate([y_line - bulge, (y_line + bulge)[::-1]])
area = 0.5 * np.sum(px * np.roll(py, -1) - py * np.roll(px, -1))
assert abs(area - 4 * h * abs(A[0]) / np.pi) < 1e-7

# Character of the two force zeros, and curl from the Jacobian.
J_S, J_A = jacobian(total, 0.0, 0.0), jacobian(total, A[0], A[1])
eig_S = np.sort(np.linalg.eigvals(J_S).real)
eig_A = np.sort(np.linalg.eigvals(J_A).real)
assert eig_S[0] < 0 < eig_S[1] and eig_A[1] < 0
curl_seen = J_A[1, 0] - J_A[0, 1]
assert abs(curl_seen - c) < 1e-6


# Control: a gradient field of the same magnitude gives no difference.
def control(x, y):
    return gradient_force(x, y) + 0.5 * c * np.array([y, x])


gap_control = split(control, A, h)
assert abs(gap_control) < 1e-10


# Shifting the centre of rotation leaves the difference unchanged.
def shifted(x, y):
    return gradient_force(x, y) + 0.5*c*np.array([-(y - 0.03), x + 0.1])


assert abs(split(shifted, A, h) - gap) < 1e-10


# A localized vortex: the curl varies over the area.
def vortex(x, y):
    u, v = x + 0.1, y - 0.02
    size = 0.5 * c * np.exp(-(u**2 + v**2) / (2 * 0.05**2))
    return gradient_force(x, y) + size * np.array([-v, u])


gap_vortex, flux_vortex = split(vortex, A, h), curl_flux(vortex, A, h)
assert abs(gap_vortex - flux_vortex) < 1e-7
assert abs(gap_vortex - gap) > 1e-3

# S is the highest point of each profile continued to the second well.
s_grid = np.linspace(0, 2, 401)
for bow in (h, -h, 0.0):
    profile = np.array([work(total, A, bow, 0, q) for q in s_grid])
    assert np.argmax(profile) == 200 and profile.min() > -1e-10
    assert abs(profile[-1]) < 1e-10
end_up, end_low = work(total, A, h, 0, 2), work(total, A, -h, 0, 2)
# Staying above the axis on both sides of S: false reaction energy.
arch_end = work(total, A, h, 0, 1) + work(total, A, -h, 1, 2)
assert abs(arch_end - c * area) < 1e-6

# Size of the error in an Arrhenius estimate, and neglected effects.
kT = const.k * T / const.e
rate_factor = np.exp(gap / kT)
thermal_width = np.sqrt(kT / k)


def quantum_energy(curvature):
    """hbar * omega in eV for a curvature in eV/nm^2."""
    omega = np.sqrt(curvature * const.e / 1e-18 / (mass_u * const.u))
    return const.hbar * omega / const.e


def well_ratio(kt):
    """Configuration integral of one well divided by its harmonic value."""
    z = quad(lambda x: np.exp(-potential(x, 0) / kt), -3 * a, 0,
             points=[-a], epsabs=1e-13, limit=200)[0]
    return z / np.sqrt(2 * np.pi * kt * a**2 / (8 * V0))


assert abs((well_ratio(0.01 * V0) - 1) / 0.01 - 3 / 16) < 0.01
shift_anharmonic = kT * np.log(well_ratio(kT))

E_top, E_well = quantum_energy(4*V0/a**2), quantum_energy(8*V0/a**2)
u_top, u_well = E_top / kT, E_well / kT
T_cross = E_top * const.e / (2 * np.pi * const.k)
well_factor = np.sinh(u_well / 2) / (u_well / 2)
levels = np.exp(-u_well * (np.arange(2000) + 0.5)).sum()
assert abs(well_factor - 1 / (u_well * levels)) < 1e-10
top_factor = (u_top / 2) / np.sin(u_top / 2)
assert T > 5 * T_cross
shift_quantum = -kT * np.log(well_factor * top_factor)

# Friction: growth rate at the barrier top, damping = barrier frequency.
growth = np.linalg.eigvals(np.array([[0.0, 1.0], [1.0, -1.0]])).real.max()
assert abs(growth - (np.sqrt(1.25) - 0.5)) < 1e-12
shift_friction = -kT * np.log(growth)

# Gaussian spread of barriers: mean hop rate against the central one.
shift_spread = -spread**2 / (2 * kT)
mean_rate = quad(lambda e: np.exp(-e / kT - e**2 / (2 * spread**2))
                 / (spread * np.sqrt(2 * np.pi)), -1.0, 1.0)[0]
assert abs(-kT * np.log(mean_rate) - shift_spread) < 1e-6

print(f"barrier parameter V0 = {V0:.2f} eV")
print(f"half distance of wells a = {a:.2f} nm")
print(f"transverse stiffness k = {k:.0f} eV/nm^2")
print(f"curl c = {c:.1f} eV/nm^2")
print(f"bow h = {h:.3f} nm")
print(f"temperature = {T:.0f} K, kT = {kT:.4f} eV")
print(f"rotational force at x=-a: {c*a/2:.2f} eV/nm")
print(f"well A: x = {A[0]:.6f} nm, y = {A[1]:.6f} nm")
print(f"V at A = {potential(*A):.6f} eV")
print(f"Jacobian eigenvalues at S: {eig_S[0]:.3f}, {eig_S[1]:.3f} eV/nm^2")
print(f"Jacobian eigenvalues at A: {eig_A[0]:.3f}, {eig_A[1]:.3f} eV/nm^2")
print(f"curl from Jacobian at A = {curl_seen:.4f} eV/nm^2")
print(f"enclosed area (polygon) = {area:.6f} nm^2")
print(f"barrier, upper path = {W_up:.6f} eV")
print(f"barrier, straight path = {W_chord:.6f} eV")
print(f"barrier, lower path = {W_low:.6f} eV")
print(f"upper minus lower = {gap:.6f} eV")
print(f"curl flux (area integral) = {flux:.6f} eV")
print(f"same-size gradient field: |difference| = {abs(gap_control):.6f} eV")
print(f"vortex: work difference = {gap_vortex:.6f} eV")
print(f"vortex: curl flux = {flux_vortex:.6f} eV")
print("work profile: s, upper (eV), lower (eV)")
for q in (0.25, 0.5, 0.75, 1.0, 1.5):
    up, low = work(total, A, h, 0, q), work(total, A, -h, 0, q)
    print(f"  {q:.2f}  {up:.4f}  {low:.4f}")
print(f"|work| to second well, upper start = {abs(end_up):.6f} eV")
print(f"|work| to second well, lower start = {abs(end_low):.6f} eV")
print(f"work to second well, arch above axis = {arch_end:.6f} eV")
print(f"Arrhenius factor lower/upper = {rate_factor:.3f}")
print(f"thermal transverse width = {thermal_width:.4f} nm")
print(f"mass used = {mass_u:.0f} u")
print(f"barrier quantum hbar*omega = {1e3*E_top:.2f} meV")
print(f"tunnelling crossover temperature = {T_cross:.1f} K")
print("neglected effects as shifts of the effective barrier:")
print(f"  well anharmonicity = {1e3*shift_anharmonic:+.2f} meV")
print(f"  quantum corrections = {1e3*shift_quantum:+.3f} meV")
print(f"  friction (assumed damping) = {1e3*shift_friction:+.1f} meV")
print(f"  assumed barrier spread = {spread:.2f} eV")
print(f"  effect of that spread = {1e3*shift_spread:+.1f} meV")
print("every check passed")
```

Running it gives:

```
barrier parameter V0 = 1.00 eV
half distance of wells a = 0.20 nm
transverse stiffness k = 100 eV/nm^2
curl c = 5.0 eV/nm^2
bow h = 0.050 nm
temperature = 1200 K, kT = 0.1034 eV
rotational force at x=-a: 0.50 eV/nm
well A: x = -0.199937 nm, y = -0.004998 nm
V at A = 0.001250 eV
Jacobian eigenvalues at S: -99.969, 99.969 eV/nm^2
Jacobian eigenvalues at A: -199.750, -100.063 eV/nm^2
curl from Jacobian at A = 5.0000 eV/nm^2
enclosed area (polygon) = 0.012728 nm^2
barrier, upper path = 1.030571 eV
barrier, straight path = 0.998750 eV
barrier, lower path = 0.966929 eV
upper minus lower = 0.063642 eV
curl flux (area integral) = 0.063642 eV
same-size gradient field: |difference| = 0.000000 eV
vortex: work difference = 0.021926 eV
vortex: curl flux = 0.021926 eV
work profile: s, upper (eV), lower (eV)
  0.25  0.2583  0.2490
  0.50  0.7027  0.6709
  0.75  0.9675  0.9131
  1.00  1.0306  0.9669
  1.50  0.7027  0.6709
|work| to second well, upper start = 0.000000 eV
|work| to second well, lower start = 0.000000 eV
work to second well, arch above axis = 0.063642 eV
Arrhenius factor lower/upper = 1.850
thermal transverse width = 0.0322 nm
mass used = 32 u
barrier quantum hbar*omega = 11.43 meV
tunnelling crossover temperature = 21.1 K
neglected effects as shifts of the effective barrier:
  well anharmonicity = +2.28 meV
  quantum corrections = -0.158 meV
  friction (assumed damping) = +49.8 meV
  assumed barrier spread = 0.10 eV
  effect of that spread = -48.4 meV
every check passed
```
